Symmetry-Breaking Threshold of the Half-Filled Two-Site Hubbard Bond

Pull the two atoms of a hydrogen molecule apart. Near equilibrium both electrons share one bonding orbital. If they are kept there as the bond lengthens, then half of the time both are found on the same atom, however far apart the atoms are. This costs repulsion, while the energy gained by hopping between the atoms shrinks. At some point a mean-field description does better by placing an up spin mainly on one atom and a down spin mainly on the other. Where does that happen, and what does it say about the true electronic state?

**Model and conventions**

Let two equivalent sites, 1 and 2, hold one orbital each and two electrons in total. The Hamiltonian is

H = −t Σσ (c₁σ†c₂σ + c₂σ†c₁σ) + U Σᵢ nᵢ↑nᵢ↓, with t > 0 and U > 0.

The site energy is the zero of energy. Hartree-Fock theory restricts the state to one Slater determinant. I take one up orbital and one down orbital. Restricted Hartree-Fock (RHF) makes their spatial parts equal; unrestricted Hartree-Fock (UHF) lets them differ. The claim is that the RHF solution is unstable toward antiparallel site spins when U > 2t.

**First derivation: the energy of all such determinants**

Write the up orbital as (u, v), with |u|² + |v|² = 1, and define

az = |u|² − |v|², ax = 2 Re(u*v).

The site occupations are then (1 + az)/2 and (1 − az)/2, and the hopping energy is −t ax. Define bz and bx likewise for the down orbital. Since each spin has one electron, ⟨nᵢ↑nᵢ↓⟩ is the product of the two occupations. The repulsion is therefore

(U/4)[(1 + az)(1 + bz) + (1 − az)(1 − bz)] = (U/2)(1 + az bz).

The terms linear in az and bz cancel, leaving

E = −t(ax + bx) + (U/2)(1 + az bz).

In RHF the orbitals coincide, so E = −2t ax + (U/2)(1 + az²). Both terms are lowest at ax = 1, az = 0, which is the bonding orbital (1, 1)/√2. Hence

E(RHF) = −2t + U/2.

To test its stability, vary each orbital independently. Let az = sin p and ax = cos p cos φ, where φ is the relative phase of u and v; use q and χ for the down orbital. RHF has all four angles zero. To second order,

E = E(RHF) + (t/2)(p² + q² + φ² + χ²) + (U/2)pq.

The product pq couples the two polarisations. Set p = (c + d)/√2 and q = (c − d)/√2. Then p² + q² = c² + d² and pq = (c² − d²)/2, so

E = E(RHF) + ½(t + U/2)c² + ½(t − U/2)d² + (t/2)(φ² + χ²).

The four curvatures are t + U/2, t − U/2, t and t. In mode c both electrons move toward the same site, which costs repulsion. In mode d they move toward opposite sites, which saves it. For positive U the d curvature alone can change sign, and it does so at U = 2t. At U = 3t the curvatures are −0.5t, t, t and 2.5t: the RHF solution is then a saddle point.

To find where the instability leads, follow az = m, bz = −m. Here m = n₁↑ − n₁↓ is the spin polarisation of site 1, and site 2 has −m. With zero phases, ax = bx = s, where s = √(1 − m²). Since 1 − m² = s²,

E = −2ts + Us²/2.

Its derivative with respect to s is −2t + Us, and its second derivative is U > 0. If U ≤ 2t, the derivative is negative for all s < 1, so the minimum is at the end point s = 1, which is RHF. If U > 2t, the minimum lies inside the interval:

s = 2t/U, m² = 1 − (2t/U)².

Substitution gives

E(UHF) = −4t²/U + 2t²/U = −2t²/U.

The lowering relative to RHF is

E(RHF) − E(UHF) = (U² − 4tU + 4t²)/(2U) = (U − 2t)²/(2U).

The threshold itself needs the next order. From s = 1 − m²/2 − m⁴/8 + …, the hopping term contributes tm² + tm⁴/4, while the repulsion contributes −Um²/2 with no quartic term. Thus

E − E(RHF) = (t − U/2)m² + (t/4)m⁴ + ….

At U = 2t the positive quartic term keeps RHF a minimum along this path, so the polarisation starts continuously. Just above, with U = 2t(1 + δ) and small δ, m ≈ √(2δ) and the energy lowering is about tδ². A visible polarisation can thus accompany a very small energy gain.

It remains to exclude a lower determinant off this path. For given az and bz, the hopping energy is lowest when ax = √(1 − az²) and bx = √(1 − bz²). Also (az + bz)² ≥ 0 implies az bz ≥ −(az² + bz²)/2. With the path energy written as

e(m) = −2t√(1 − m²) + (U/2)(1 − m²),

these two facts give

E ≥ ½[e(az) + e(bz)].

Neither term on the right can be below the minimum of e. The path therefore contains the global minimum among determinants with one up and one down orbital.

**Second derivation: self-consistency of the mean field**

Now consider the field felt by one electron. Suppose the down electron has occupations (1 − m)/2 on site 1 and (1 + m)/2 on site 2. The up electron sees U times these occupations. Apart from the constant U/2, its one-electron Hamiltonian is the matrix

[ −g  −t ]
[ −t  +g ], with g = Um/2.

Its eigenvalues are ±W, where W = √(t² + g²). For the lower one, the first row gives −gu − tv = −Wu, so v/u = (W − g)/t. The resulting polarisation of the up electron is

m′ = (u² − v²)/(u² + v²) = [t² − (W − g)²]/[t² + (W − g)²].

Because t² = (W − g)(W + g), a factor W − g cancels from numerator and denominator. What remains is 2g/(2W), or

m′ = F(m) = (Um/2)/√(t² + (Um/2)²).

For small m, m′ ≈ (U/2t)m. The down electron then responds to the up electron in the same way, with the sites exchanged. Below U = 2t a small antiparallel polarisation dies out under this alternating update; above U = 2t it grows. At U = 2t, m′ = m/√(1 + m²), which is still smaller than m, so the polarisation decays, but slowly.

The growth stops when m′ = m. For m ≠ 0 this requires W = U/2:

t² + U²m²/4 = U²/4, hence m² = 1 − (2t/U)².

A real solution with m ≠ 0 needs U > 2t, as before.

Could the two electrons settle with unequal polarisations? Let the up electron have n₁↑ − n₂↑ = p and the down electron n₁↓ − n₂↓ = −q, where p and q now denote polarisations. Self-consistency demands p = F(q) and q = F(p). F is an increasing function. If p were larger than q, then F(p) > F(q), which says q > p, a contradiction. The opposite assumption fails in the same way. So p = q, and the solutions with each electron in its lowest orbital are m = 0 and, above threshold, the pair ±m just found.

A determinant of lowest energy must be among them. With one orbital held fixed, the energy depends on the other through its expectation value in the mean field, so an orbital other than the lowest could be improved.

To rank the solutions, add the two orbital energies and subtract the repulsion, which that sum counts twice. Each orbital energy is U/2 − W. For m = 0, W = t, and

E = 2(U/2 − t) − U/2 = −2t + U/2.

For the polarised solution W = U/2, so both orbital energies vanish. The repulsion is (U/2)(1 − m²) = 2t²/U, and E = −2t²/U. This is lower by (U − 2t)²/(2U), in agreement with the first derivation.

The same argument gives the response to a weak staggered field. Let it lower site 1 and raise site 2 by h for the up electron, and do the reverse for the down electron. Then g becomes Um/2 + h, and to first order m = (Um/2 + h)/t. Solving for m,

m = h/(t − U/2).

As U approaches 2t from below, the mean-field response diverges. The denominator is the curvature that vanished in the first derivation.

**What each derivation assumes**

Both use a single determinant, definite-spin orbitals, equivalent sites and one electron of each spin. If the site energies differ, the equally shared orbital is no longer stationary, and the threshold must be worked out again.

The first derivation assumes that the energy can be written for arbitrary orbitals. In return it shows every direction of instability among determinants with definite-spin orbitals, and separates a minimum from a saddle within that class. The second needs just the field of one electron on the other and the rule that the lowest orbital is filled. It shows how the polarisation sustains itself, but it must return to the energy to rank its solutions.

Growth under iteration is also not by itself an energy criterion. Suppose both electrons start with the same polarisation c and are updated simultaneously. Each is repelled by the other, so c′ ≈ −(U/2t)c. For U > 2t this charge oscillation grows, although the energy curvature in that direction, t + U/2, is positive. The antiparallel mode has the factor +U/2t, and there growth and falling energy coincide.

Allowing orbitals that mix up and down spin removes one shared assumption. Numerical minimisation over all two-electron determinants at U/t = 1, 1.9, 2, 3 and 6 found the energies derived above. This supports the threshold in the wider space at those ratios; it is not a general proof.

**What happens when the single determinant is given up**

The exact ground state combines a covalent singlet C with an ionic singlet I:

C = (|1↑2↓⟩ + |2↑1↓⟩)/√2, I = (|1↑1↓⟩ + |2↑2↓⟩)/√2.

Their diagonal energies are 0 and U. Hopping takes each ionic configuration to both covalent ones, so the coupling is ½ × 4 × (−t) = −2t. The lower root of E(E − U) = 4t² is

E(exact) = (U − R)/2, with R = √(U² + 16t²).

The other states lie at 0 (triplet), U (the odd ionic singlet) and (U + R)/2, so this singlet is the unique ground state. A spin rotation by 180° about a transverse axis reverses the site polarisation but leaves a singlet unchanged. The polarisation is therefore zero for every finite U. The sharp threshold belongs to the mean-field approximation.

Multireference character grows without a threshold. The difference between bonding and antibonding occupations is −dE/dt = 8t/R, and their sum is 2. The antibonding occupation is therefore 1 − 4t/R. It is 0.030 at U = t, 0.106 at U = 2t and 0.200 at U = 3t. RHF gives zero throughout. UHF gives 1 − s, which is zero up to threshold and 0.333 at U = 3t, so it first misses the effect and then overstates it at this value.

The exact spins are antiparallel without being polarised. The product (n₁↑ − n₁↓)(n₂↑ − n₂↓) is −1 in C and 0 in I. The ionic weight is dE/dU = ½(1 − U/R), so the mean product is −½(1 + U/R), or −0.724 at U = 2t. The determinant imitates this correlation by fixing which site carries the up spin.

The price is spin contamination. The squared overlap of the two UHF orbitals is s², because their overlap is 2uv = s. The antisymmetric spatial part of their product, which is the triplet part, has weight (1 − s²)/2 = m²/2. A triplet has S² = 2, so ⟨S²⟩ = m². At U = 3t this is 0.556, whereas the exact singlet has zero.

For U ≫ t, R ≈ U + 8t²/U, so E(exact) ≈ −4t²/U, twice the UHF value. In this limit the determinant is nearly an equal mixture of singlet and triplet, with energies near −4t²/U and 0. It recovers the average.

**Stretching H₂**

In a molecule, electrons on different atoms also repel. Use two orthonormal site orbitals a and b, and define

U = (aa|aa), V = (aa|bb), K = (ab|ab), X = (aa|ab).

Here (ij|kl) is the repulsion between the charge distributions ij and kl. The one-electron matrix elements are ε on a site and h_ab between sites. The up density is

½(1 + az)a² + ½(1 − az)b² + ax ab,

and the down density has the same form. Their repulsion is

½U(1 + az bz) + ½V(1 − az bz) + X(ax + bx) + K ax bx.

The X term joins the hopping, giving t = −(h_ab + X). On the antiparallel path, az bz = −m² = s² − 1 and ax bx = s². Apart from the nuclear repulsion,

E = 2ε + V − 2ts + ½U*s², with U* = U − V + 2K.

This is the Hubbard path energy with U replaced by U*. The threshold is therefore U* = 2t. As the spins polarise, s² falls: the U and K terms decrease, while the V term increases.

In the minimal STO-3G basis at 0.74 Å, t = 10.74 eV, U = 23.30 eV, V = 13.44 eV and K = 0.31 eV. Then

U* = 23.30 − 13.44 + 0.61 = 10.47 eV, U*/(2t) = 0.487.

The RHF solution is stable. The on-site U alone would give U/(2t) = 1.084 and wrongly predict a spin-polarised mean-field solution close to equilibrium.

At 1.50 Å, t = 3.513 eV and U* = 12.720 eV. Hence s = 7.026/12.720 = 0.552 and m = √(1 − 0.305) = 0.834. The lowering is (12.720 − 7.026)²/(2 × 12.720) = 1.27 eV. A separate UHF calculation gives the same polarisation and energy.

The exact singlet in this basis has diagonal energies 2ε + V + K and 2ε + U + K, with coupling 2(h_ab + X) = −2t. RHF lies above its lower root by

√[((U − V)/2)² + 4t²] − 2t.

At 1.50 Å this is √(6.246² + 7.026²) − 7.026 = 2.37 eV. UHF reduces the error to 1.10 eV, with ⟨S²⟩ = 0.695. At 2.00 Å the errors are 4.49 eV for RHF and 0.31 eV for UHF, but ⟨S²⟩ has risen to 0.946. A better energy does not mean a purer spin state.

Hydrogen can serve as a carrier and reducing gas in vapour deposition from precursors, so the bond lengths it reaches at growth temperature are a useful setting for these numbers. The STO-3G onset is at 1.153 Å (0.1153 nm); using U alone would put it at 0.683 Å. Neglecting V and K thus shifts the onset by 0.47 Å. The larger cc-pVTZ basis moves the onset to 1.215 Å, a further 0.06 Å; the last digit is not converged, since cc-pVQZ gives 1.216 Å and bases with added diffuse functions give 1.217 Å. In cc-pVTZ the two-electron equilibrium length is 0.743 Å (about 0.0007 Å shorter in cc-pVQZ), and stretching to the onset costs 1.71 eV (1.72 eV in cc-pVQZ and 1.70 eV in aug-cc-pVTZ, each at its own onset). At 1000 K, a rough deposition temperature, kT is 0.086 eV, and the harmonic root-mean-square spread in bond length is 0.087 Å, almost all of it zero-point motion. The onset lies 5.4 such spreads beyond equilibrium. The singlet-triplet gap there is 4.94 eV (it moves by about 0.01 eV in those larger bases), so thermal mixing of these electronic states is negligible. These estimates suggest that an intact, free H₂ molecule rarely reaches bond lengths at which its RHF solution is unstable. That instability belongs to the approximation, not to the molecule. The harmonic spread omits anharmonicity and rotation, and these matter for the tail. With vibration-rotation levels on the cc-pVTZ curve at 1000 K, the mean length is about 0.775 Å and the spread 0.090 Å. The probability of a bond longer than the onset is then of order 10⁻⁵, against 3 × 10⁻⁸ for a Gaussian tail at 5.4 spreads. It is still small. All these estimates omit relativity, non-adiabatic motion and the remaining basis error. A molecule dissociating on a growing surface can also exchange electrons with that surface; its onset was not calculated and cannot be taken from the free molecule.

The threshold therefore marks where an RHF description of the stretched bond should no longer be trusted as a mean-field minimum. It does not certify RHF below that point: at 1.00 Å, where RHF is stable, it already lies 0.95 eV above the exact singlet of the same minimal basis. The remaining values are in the numerical output.

Numbers as computed

```
Hubbard model: all energies in units of t
U/t=1.5: RHF Hessian eigenvalues/t = 0.2500 1.0000 1.0000 1.7500
U/t=2.0: RHF Hessian eigenvalues/t = 0.0000 1.0000 1.0000 2.0000
U/t=3.0: RHF Hessian eigenvalues/t = -0.5000 1.0000 1.0000 2.5000
Quartic coefficient/t at U=2t, from m=0.1: 0.2513
U/t | RHF E/t | best determinant E/t | exact E/t | m | <S^2>
1.0 | -1.5000 | -1.5000 | -1.5616 | 0.0000 | 0.0000
   exact antibonding occupation 0.0299; <(n1u-n1d)(n2u-n2d)> -0.6213
1.9 | -1.0500 | -1.0500 | -1.2642 | 0.0000 | 0.0000
   exact antibonding occupation 0.0967; <(n1u-n1d)(n2u-n2d)> -0.7145
2.0 | -1.0000 | -1.0000 | -1.2361 | 0.0000 | 0.0000
   exact antibonding occupation 0.1056; <(n1u-n1d)(n2u-n2d)> -0.7236
3.0 | -0.5000 | -0.6667 | -1.0000 | 0.7454 | 0.5556
   exact antibonding occupation 0.2000; <(n1u-n1d)(n2u-n2d)> -0.8000
6.0 | 1.0000 | -0.3333 | -0.6056 | 0.9428 | 0.8889
   exact antibonding occupation 0.4453; <(n1u-n1d)(n2u-n2d)> -0.9160
H2, STO-3G: R in angstrom; t, U, V, K, Ustar in eV
R=0.74: t=10.744 U=23.298 V=13.436 K=0.306 Ustar=10.474
   U/(2t)=1.084 Ustar/(2t)=0.487 m=0.000 <S^2>=0.000
   above exact STO-3G singlet (eV): RHF 0.559, UHF 0.559
R=1.00: t=7.280 U=22.518 V=11.808 K=0.245 Ustar=11.201
   U/(2t)=1.547 Ustar/(2t)=0.769 m=0.000 <S^2>=0.000
   above exact STO-3G singlet (eV): RHF 0.954, UHF 0.954
R=1.50: t=3.513 U=21.590 V=9.098 K=0.114 Ustar=12.720
   U/(2t)=3.073 Ustar/(2t)=1.810 m=0.834 <S^2>=0.695
   above exact STO-3G singlet (eV): RHF 2.375, UHF 1.100
R=2.00: t=1.650 U=21.219 V=7.116 K=0.039 Ustar=14.181
   U/(2t)=6.431 Ustar/(2t)=4.298 m=0.973 <S^2>=0.946
   above exact STO-3G singlet (eV): RHF 4.486, UHF 0.311
Onset using on-site U alone, STO-3G: 0.6834 angstrom
Onset using Ustar, STO-3G: 1.1534 angstrom
Onset from RHF stability, STO-3G: 1.1534 angstrom
Onset from RHF stability, cc-pVTZ: 1.2147 angstrom
Equilibrium R, two-electron cc-pVTZ: 0.7426 angstrom
Energy to stretch to cc-pVTZ onset: 1.708 eV
Singlet-triplet gap at that onset: 4.943 eV
Temperature: 1000 K; kT: 0.0862 eV
Harmonic vibrational quantum: 0.547 eV
Harmonic rms bond-length spread at 1000 K: 0.0872 angstrom
Stretch to onset / rms spread: 5.41
```
